# Supercell permittivity of a dielectric slab in a periodic vacuum cell

## Problem

A thin oxide film is modelled by a slab of thickness $t=10$ Å, parallel to the $xy$ plane. Its faces are sharp, and its response is linear, local and isotropic, with relative permittivity $\varepsilon=5$. The slab repeats along $z$ with total period $L=30$ Å, so each cell also holds 20 Å of vacuum. There is no free charge.

A periodic linear-response calculation treats the whole cell as one medium and reports a permittivity for each direction $i$, defined by

$$
\langle D_i\rangle=\varepsilon_0\,\varepsilon_i^{\rm SC}\,\langle E_i\rangle ,\qquad
\langle f\rangle=\frac1L\int_{-L/2}^{L/2} f(z)\,dz .
$$

The field is static and its wavelength is long compared with $L$. Find the in-plane value $\varepsilon_\parallel$ and the out-of-plane value $\varepsilon_\perp$. How well can the slab's own permittivity be recovered from each?

## A tempting solution

Since $D=\varepsilon_0E+P$, the definition can be written as $\varepsilon_i^{\rm SC}=1+\langle P_i\rangle/(\varepsilon_0\langle E_i\rangle)$. It seems enough to apply a field $E_0$, find the dipole moment of the slab and divide by the cell volume.

For a field in the plane, the tangential field is continuous, so the slab also feels $E_0$. Its polarization is $P=\varepsilon_0(5-1)E_0$. Averaged over the cell, this gives

$$
\varepsilon_\parallel=1+\frac{10\times4}{30}=2.33 .
$$

For a field along $z$, the normal component of $D$ is continuous. The field inside is therefore $E_0/5$, and $P=\varepsilon_0(5-1)E_0/5=0.8\,\varepsilon_0E_0$. The same average gives

$$
\varepsilon_\perp=1+\frac{10\times0.8}{30}=1.27 .\qquad\text{(wrong)}
$$

The screening inside the slab has been included, and the in-plane value is right. The out-of-plane value is not.

## Where it fails

In the second calculation $E_0$ is the field in the vacuum. The definition asks for the field averaged over the cell, which is smaller because the slab is screened:

$$
\langle E_z\rangle=\frac{10\,(E_0/5)+20\,E_0}{30}=\frac{22}{30}E_0 .
$$

The mean polarization, $\langle P_z\rangle=(8/30)\,\varepsilon_0E_0$, was correct. Dividing it by the proper field gives

$$
\varepsilon_\perp=1+\frac{8/30}{22/30}=1+\frac{8}{22}=1.36 .
$$

The in-plane calculation escaped the fault because there the field is the same in slab and vacuum, so its average is also $E_0$.

The distinction corresponds to two ways of applying a field in a calculation. In periodic linear response the potential is $-\langle E_z\rangle z$ plus a part with the period of the cell. The periodic part has no net drop across the cell, so the quantity held fixed is the mean field. If instead a sawtooth potential is applied with a dipole correction that removes the field of the periodic images, the vacuum field is held fixed. The number 1.27 is then one plus the dipole per cell volume divided by $\varepsilon_0$ times that vacuum field, and it is not the permittivity defined above.

## Solution for any layered profile

Let the permittivity be $\varepsilon(z)$, equal to 5 in the slab and 1 in the vacuum. In the long-wave limit the fields depend on $z$ alone.

For an in-plane field, $\nabla\times\mathbf E=0$ gives $\partial_zE_x=\partial_xE_z=0$. Thus $E_x$ is uniform and can be taken out of the average:

$$
\langle D_x\rangle=\varepsilon_0\langle\varepsilon(z)E_x\rangle
=\varepsilon_0\langle\varepsilon\rangle E_x .
$$

Hence

$$
\varepsilon_\parallel=\langle\varepsilon\rangle
=\frac{t\varepsilon+L-t}{L}
=\frac{50+20}{30}=2.33 .
$$

For a field along $z$, $\nabla\cdot\mathbf D=0$ gives $\partial_zD_z=0$. Now $D_z$ is uniform, while $E_z=D_z/[\varepsilon_0\varepsilon(z)]$ varies. Averaging the field,

$$
\langle E_z\rangle=\frac{D_z}{\varepsilon_0}\left\langle\frac1\varepsilon\right\rangle ,
$$

so that

$$
\frac1{\varepsilon_\perp}=\left\langle\frac1\varepsilon\right\rangle,\qquad
\varepsilon_\perp=\frac{L}{t/\varepsilon+L-t}
=\frac{30}{2+20}=1.36 .
$$

These are the rules for capacitors in parallel and in series. In the series case the vacuum takes most of the voltage. Even for $\varepsilon\to\infty$ the result rises no further than $L/(L-t)=30/20=1.5$, whereas $\varepsilon_\parallel$ grows without limit.

A mean normal field of 1 MV/cm makes this concrete. The vacuum field is $D_z/\varepsilon_0=\varepsilon_\perp\langle E_z\rangle=1.364$ MV/cm, and the slab field is one fifth of it, 0.273 MV/cm. Since 1 MV/cm acting over 1 Å gives 0.01 V, the potential drops are

$$
0.273\times10\times0.01=0.027\ \text{V},\qquad
1.364\times20\times0.01=0.273\ \text{V}.
$$

They add to 0.300 V, as a mean field of 1 MV/cm over 30 Å requires. The bound charge on each face has magnitude $\varepsilon_0(\varepsilon-1)E_{\rm slab}=0.097$ µC/cm². This charge produces the jump between the two fields.

## The same result in plane waves

First-principles codes often work with Fourier components, where the difference between the two averages appears as a local-field effect. Let $\mathbf q$ be the wavevector of a weak external charge, at angle $\theta$ to the $z$ axis. Let $\mathbf G$ run over the reciprocal vectors along $z$, and write $\mathbf Q=\mathbf q+\mathbf G$. The equation $-\nabla\cdot(\varepsilon\nabla\phi)=\rho/\varepsilon_0$ becomes

$$
\sum_{\mathbf G'}\mathbf Q\cdot\mathbf Q'\,\varepsilon_{\mathbf G-\mathbf G'}\,\phi_{\mathbf G'}=\frac{\rho_{\mathbf G}}{\varepsilon_0}.
$$

Set $u_{\mathbf G}=|\mathbf Q|\phi_{\mathbf G}$ and divide by $|\mathbf Q|$. The matrix acting on $u$ is

$$
A_{\mathbf G\mathbf G'}=(\hat{\mathbf Q}\cdot\hat{\mathbf Q}')\,\varepsilon_{\mathbf G-\mathbf G'} .
$$

If the external charge has a $\mathbf G=0$ component alone, then $\phi_0=[A^{-1}]_{00}\,\rho_0/(\varepsilon_0q^2)$. Without the medium the potential would be $\rho_0/(\varepsilon_0q^2)$. The macroscopic permittivity is the ratio of the second to the first:

$$
\varepsilon_M=\frac1{[A^{-1}]_{00}} .
$$

As $q\to0$, every $\hat{\mathbf Q}$ with $\mathbf G\ne0$ points along $+z$ or $-z$. The first row and column of $A$, apart from $A_{00}=\langle\varepsilon\rangle$, are then proportional to $\cos\theta$, while the remaining block does not depend on $\theta$. Eliminating the components with $\mathbf G\neq0$ gives

$$
\varepsilon_M(\theta)=\langle\varepsilon\rangle-S\cos^2\theta ,
$$

where $S$ is independent of $\theta$.

To find $S$, take $\theta=0$. Apart from signs that can be absorbed in $u_{\mathbf G}$, $A$ is then the matrix for multiplication by $\varepsilon(z)$. Its inverse is multiplication by $1/\varepsilon(z)$, whose 00 element is $\langle1/\varepsilon\rangle$. Thus $\langle\varepsilon\rangle-S=\varepsilon_\perp$, or $S=\varepsilon_\parallel-\varepsilon_\perp$, and

$$
\varepsilon_M(\theta)=\varepsilon_\parallel\sin^2\theta+\varepsilon_\perp\cos^2\theta .
$$

Dropping the off-diagonal elements would set $S=0$ and give 2.33 in every direction. The local fields, which carry the difference between slab and vacuum fields, lower the value along $z$ to 1.36.

A sharp face needs many Fourier components. Numerical inversion of the matrix for $\mathbf q$ along $z$ gives 1.366 when harmonics up to 100 are kept and 1.364 when they are kept up to 400.

## When the wavelength is not long

The in-plane value assumed a uniform $E_x$. To see when this holds, let the external charge be $\rho_0\cos qx$, uniform along $z$, and write

$$
\phi=\frac{\rho_0}{\varepsilon_0q^2}\,g(z)\cos qx .
$$

Inside each layer Poisson's equation becomes $\varepsilon(g-g''/q^2)=1$, with $\varepsilon=1$ in the vacuum. Place the slab centre at $z=0$ and define $a=t/2$ and $b=(L-t)/2$. By symmetry about the middle of each layer,

$$
g_{\rm slab}=\frac1\varepsilon+A_s\cosh qz,\qquad
g_{\rm vac}=1+B_v\cosh q(z-L/2).
$$

At $z=a$ the potential and the normal component of $D$ are continuous:

$$
\frac1\varepsilon+A_s\cosh qa=1+B_v\cosh qb,\qquad
\varepsilon A_s\sinh qa=-B_v\sinh qb .
$$

Let $F=A_s\sinh qa$. The second condition gives $B_v\sinh qb=-\varepsilon F$, and substitution in the first gives

$$
F=\frac{1-1/\varepsilon}{\coth qa+\varepsilon\coth qb}.
$$

The average of $g$ is $1/\varepsilon_M$. The hyperbolic terms integrate to $2F/q$ over the slab and $-2\varepsilon F/q$ over the vacuum, so

$$
\frac1{\varepsilon_M(q)}=\left\langle\frac1\varepsilon\right\rangle-\frac{2F(\varepsilon-1)}{Lq}.
$$

For small $q$, $\coth x\approx1/x$ and

$$
\frac Fq\to\frac{0.8}{1/5+5/10}\ \text{Å}=1.143\ \text{Å}.
$$

Then $1/\varepsilon_M\to0.7333-8(1.143)/30=0.4286$, which restores $\varepsilon_\parallel=2.33$. For large $q$, $F$ stays finite and the correction vanishes as $1/q$. The in-plane response then tends to 1.36, because each layer screens the charge locally.

The formula gives 2.33 at $q=0.01$ Å$^{-1}$, 2.05 at 0.10 Å$^{-1}$ and 1.43 at 1.00 Å$^{-1}$. The middle value is already 12 % below the long-wave limit. The last belongs to a wavelength of about 6 Å, where a local permittivity is itself doubtful; it shows the trend of the model.

How long a wavelength is needed also depends on the slab. At a wavelength of $10L=300$ Å the in-plane value is 0.8 % below its limit for $\varepsilon=5$, but 5 % below it for $\varepsilon=20$.

## Recovering the slab permittivity

Solving the two averages for $\varepsilon$ gives

$$
\varepsilon=1+\frac Lt(\varepsilon_\parallel-1),\qquad
\frac1\varepsilon=1+\frac Lt\left(\frac1{\varepsilon_\perp}-1\right).
$$

With unrounded input both return 5, but their sensitivities differ greatly. At fixed $t$ and $L$, the first gives $d\varepsilon/d\varepsilon_\parallel=L/t=3$. Differentiating the second gives $-d\varepsilon/\varepsilon^2=-(L/t)\,d\varepsilon_\perp/\varepsilon_\perp^2$, and therefore

$$
\frac{d\varepsilon}{d\varepsilon_\perp}
=\frac Lt\left(\frac{\varepsilon}{\varepsilon_\perp}\right)^2
=3\left(\frac5{1.364}\right)^2\approx40 .
$$

Rounding alone shows the effect: the in-plane value 2.33 returns 4.99, while the out-of-plane value 1.36 returns 4.86.

The assumed thickness matters more. Keep the two supercell values and $L$ fixed, but interpret them with another $t$. For 9 Å the inferred permittivities are 5.44 in plane and 9.00 out of plane; for 11 Å they are 4.64 and 3.67. An atomic slab has no unique dielectric thickness, so either inferred value should be quoted together with the thickness used. This matters most for the out-of-plane one, which reaches 17 for an assumed 8.5 Å, diverges at $t=L(1-1/\varepsilon_\perp)=8$ Å and is negative, hence meaningless, below that.

Two quantities avoid this choice:

$$
\alpha_\parallel=L(\varepsilon_\parallel-1)=t(\varepsilon-1)=40\ \text{Å},
$$

$$
\alpha_\perp=L\left(1-\frac1{\varepsilon_\perp}\right)=t\left(1-\frac1\varepsilon\right)=8\ \text{Å}.
$$

They are the dipole moments per area, divided by $\varepsilon_0$ and by the field in the vacuum. In this model they do not depend on $L$. The supercell permittivities do: with the same slab and a period of 60 Å they fall to 1.67 and 1.15, and both tend to 1 as $L$ grows. For the same reason the meaning of "30 Å cell" matters. If 30 Å of vacuum were added to the slab, the period would be 40 Å and the values would be 2.00 and 1.25.

The tempting solution can now be repaired in one line. A dipole calculated at fixed vacuum field gives $\alpha_\perp$, and the supercell permittivity is $1/(1-\alpha_\perp/L)=1/(1-8/30)=1.36$, not $1+\alpha_\perp/L=1.27$.

## Comparison with a real oxide film

The parameters resemble a 1 nm film of hafnium dioxide with its ions held fixed, for which the electronic permittivity is very roughly 4 to 5. In a static field the ions also move. With a rough static permittivity of 20, and the same $t$ and $L$, the supercell values become 7.33 and 1.46. The large ionic response is plain in the plane and almost hidden along $z$. The out-of-plane inversion is then far more fragile: $d\varepsilon/d\varepsilon_\perp\approx560$, the rounded value 1.46 returns about 18 instead of 20, and the divergence moves to an assumed thickness of 9.5 Å, so that 9 Å returns $-18$. Monoclinic hafnium dioxide is also anisotropic; lowering the slab value by 10 %, to 4.5, gives 2.17 and 1.35. If $z$ is a principal axis, each direction uses its own component of the permittivity.

The assumption of a sharp face can also strongly disturb the inferred out-of-plane permittivity. Suppose that $\varepsilon(z)$ falls linearly from 5 to 1 over 2 Å, centred on each nominal face. The average of $\varepsilon$, and hence $\varepsilon_\parallel$, is unchanged. Each graded region contributes $\int dz/\varepsilon=2\ln5/4=0.805$ Å, so

$$
\varepsilon_\perp=\frac{30}{8/5+18+2(0.805)}=1.41 .
$$

This is a rise of about 4 % in the supercell value. Yet inserting the unrounded result in the sharp-face inversion with $t=10$ Å gives a slab permittivity of 8.27 instead of 5. For a slab value of 20 graded to 1 over the same 2 Å, the same inversion returns a negative number, about $-10$. The grading is an illustration; the real profile must come from the calculated charge response, which is also nonlocal on the atomic scale.

In a gate stack the film touches a semiconductor or an interlayer on one side and a metal on the other, not vacuum. In this local model it adds $t/(\varepsilon_0\varepsilon)$ to the inverse capacitance per area, where $\varepsilon$ is the film's own out-of-plane permittivity at the operating frequency, including the ionic response. For $\varepsilon=20$ the length $t/\varepsilon$ is just 0.5 Å, so series terms from the interfaces, which the sharp local model omits, need not be small beside it. The vacuum-diluted value 1.36 must not be used as the film's permittivity in a capacitance estimate. Tunnelling and breakdown limit such a film in use, but they lie outside this zero-current linear response.
